# Can diffraction intensities identify a three-line pattern?

**Setting.** Three parallel resist lines have equal width $w$ and centres at $x_j=ja$, with $j=0,1,2$ and $w<a$. Their heights are $h_0,h_1,h_2$, counted in units of 10 nm. Two candidates are proposed:

$$A=(1,5,6),\qquad B=(3,7,2).$$

An X-ray beam crosses the sample at normal incidence. In parts (a) to (e) the scattered far-field amplitude is taken as proportional to the Fourier integral of the height profile,

$$E(q)=\int h(x)\,e^{-iqx}\,dx ,$$

where $q$ is the lateral momentum transfer. This is a linear, single-scattering model. The detector records $I(q)=|E(q)|^2$, up to a constant common to all patterns. Write $\theta=qa$.

## (a) Show that $A$ and $B$ give the same intensity at every $q$.

**Answer.** On line $j$ put $x=ja+u$, with $-w/2<u<w/2$. The exponential splits into $e^{-iqja}e^{-iqu}$, so

$$E(q)=f(q)H(\theta),\qquad H=h_0+h_1e^{-i\theta}+h_2e^{-2i\theta},$$

$$f(q)=\int_{-w/2}^{w/2}e^{-iqu}\,du=\frac{2\sin(qw/2)}{q}.$$

The factor $f$ depends on the shape of one line and is common to both candidates. It remains to compare $|H|^2=HH^*$. In this product each line paired with itself gives $h_j^2$. Two different lines $j<l$ give

$$h_jh_l\left(e^{i(l-j)\theta}+e^{-i(l-j)\theta}\right)=2h_jh_l\cos[(l-j)\theta].$$

Collecting pairs with the same separation,

$$|H|^2=c_0+2c_1\cos\theta+2c_2\cos2\theta,$$

$$c_0=h_0^2+h_1^2+h_2^2,\quad c_1=h_0h_1+h_1h_2,\quad c_2=h_0h_2 .$$

The numbers are

- for $A$: $c_0=1+25+36=62$, $c_1=5+30=35$, $c_2=6$;
- for $B$: $c_0=9+49+4=62$, $c_1=21+14=35$, $c_2=6$.

Hence both patterns have

$$|H|^2=62+70\cos\theta+12\cos2\theta$$

for every $\theta$, and equal $I(q)$ for every $q$. At $\theta=60^\circ$, for example, the value is $62+35-6=91$. Direct integration over the two height profiles, followed by division by $f^2$, also gives 91.000 for each, as the numerical output shows.

The order of the lines matters. The pattern $(5,1,6)$ has the same $c_0=62$, but at $\theta=180^\circ$ it gives $(5-1+6)^2=100$, where $A$ and $B$ give $(1-5+6)^2=(3-7+2)^2=4$.

If the group is repeated $N$ times with period $P$, both amplitudes acquire the same factor $\sum_{n=0}^{N-1}e^{-iqnP}$. The intensities therefore remain equal in a periodic array.

## (b) Show that $B$ is neither a shift nor a mirror image of $A$.

**Answer.** A shift moves the lines without changing their heights, and a mirror reflection reverses their order. Both preserve the collection of nonzero heights. That collection is $\{1,5,6\}$ for $A$ and $\{2,3,7\}$ for $B$, so no shift, reflection or combination of the two connects them.

## (c) Factorize $H$ for both patterns and explain the coincidence.

**Answer.** With $z=e^{-i\theta}$,

$$H_A=1+5z+6z^2=(1+2z)(1+3z),$$
$$H_B=3+7z+2z^2=(1+2z)(3+z).$$

The first factor is shared. For real $\theta$, $|z|=1$ and $z^*=1/z$, so

$$z(1+3z)^*=z\left(1+\frac3z\right)=3+z .$$

Thus $3+z$ and $1+3z$ have equal modulus and differ in phase. The detector records the modulus and loses that phase.

Exchanging the coefficients of one factor replaces its root by the reciprocal: here $-1/3$ becomes $-3$, while the root $-1/2$ stays. Exchanging the coefficients of both factors gives $(2+z)(3+z)=6+5z+z^2$, which is just the mirror image of $A$. The new structure arises because one factor is reversed and the other is not.

## (d) Find all nonnegative three-line patterns with these intensities.

Assume that the line positions, the width and the absolute intensity scale are known.

**Answer.** Divide $I$ by $f^2$ at angles where $f\neq0$. The data then fix $|H|^2$, with values 144, 50 and 4 at $\theta=0,\pi/2,\pi$. The direct beam hides $\theta=0$, but $\theta=2\pi$ gives the same $|H|^2$. The three conditions are

$$c_0+2c_1+2c_2=144,\quad c_0-2c_2=50,\quad c_0-2c_1+2c_2=4 .$$

Subtracting the third from the first gives $4c_1=140$, so $c_1=35$. Adding them and halving gives $c_0+2c_2=74$. Together with the second condition this yields $c_0=62$ and $c_2=6$.

Let $s=h_0+h_2$. Since $s^2=h_0^2+h_2^2+2h_0h_2$,

$$s^2+h_1^2=c_0+2c_2=74,\qquad sh_1=c_1=35 .$$

The second equation excludes $s=0$, so $h_1=35/s$. Substituting and multiplying by $s^2$,

$$s^4-74s^2+1225=0,\qquad s^2=37\pm\sqrt{1369-1225}=37\pm12 .$$

Nonnegative heights require $s>0$, hence $s=7$ or $s=5$. The outer heights have sum $s$ and product 6, so they are the roots of $t^2-st+6=0$:

- $s=7$: $h_1=5$, outer heights 1 and 6;
- $s=5$: $h_1=7$, outer heights 2 and 3.

The solutions are $(1,5,6)$, $(6,5,1)$, $(3,7,2)$ and $(2,7,3)$. Apart from mirror images, two structures remain, even with noise-free data and the nonnegativity condition. If the intensity scale were unknown, a common factor in all heights would also be free.

## (e) For which positive three-line patterns does such a second structure exist?

**Answer.** The intensities fix $s^2+h_1^2$ and $sh_1$, and therefore $(s+h_1)^2$ and $(s-h_1)^2$. For positive heights this fixes the two numbers $s$ and $h_1$, but not which is which. Keeping their roles returns the original pattern or its mirror image. Exchanging them gives a middle height $h_1'=s$ and outer heights that solve

$$t^2-h_1t+h_0h_2=0 .$$

These are real if

$$h_1\ge2\sqrt{h_0h_2},$$

and they are then positive, because their sum and product are positive. The structure is new if also $h_1\ne h_0+h_2$.

Pattern $A$ meets the condition narrowly, since $25>24$. For $(1,4,3)$ the middle height equals the sum of the outer ones, so the exchange changes nothing and the pattern is determined up to reflection. Three equal lines fail the inequality, since $1<2$, and are also determined. The ambiguity belongs to particular patterns and is not shared by all of them.

## (f) Assess the linear model for a resist sample.

Take $a=32$ nm, $w=16$ nm and photon energy 17 keV, so that $\lambda=0.07293$ nm and $k=2\pi/\lambda=86.15\ \mathrm{nm^{-1}}$. The resist has the composition of poly(methyl methacrylate), with a rough density of 1.2 g/cm³, electron density $n_e=390\ \mathrm{nm^{-3}}$ and a rough attenuation length of 1 cm.

**Answer.** The candidates have heights $(10,50,60)$ nm and $(30,70,20)$ nm. At $\theta=\pi$, $q=\pi/a=0.09817\ \mathrm{nm^{-1}}$, and the scattering angle is $\arcsin(q/k)=1.14$ mrad.

At this energy the electrons are treated as free. A field $\mathcal E$ of frequency $\omega$ displaces each by $e\mathcal E/(m\omega^2)$, which gives the relative permittivity $1-n_ee^2/(\varepsilon_0m\omega^2)$. The real refractive index is its square root, $1-\delta$ to first order. With $\omega=2\pi c/\lambda$ and $r_e=e^2/(4\pi\varepsilon_0mc^2)$,

$$\delta=\frac{n_ee^2}{2\varepsilon_0m\omega^2}=\frac{r_e\lambda^2n_e}{2\pi}=9.3\times10^{-7}.$$

For waves $e^{ikz}$ and intensity attenuation coefficient $\mu$, a line of height $h$ (now in nm) changes the transmitted amplitude by

$$e^{-\kappa h}-1=-\kappa h+\tfrac12\kappa^2h^2-\dots,\qquad \kappa=ik\delta+\mu/2 .$$

The first term is proportional to $h$ with a common complex factor, so weak absorption alone does not lift the ambiguity. The tallest line has $k\delta h=86.15\times9.3\times10^{-7}\times70=5.6\times10^{-3}$ rad. The ratio of the quadratic term to the linear one is half this value, about $3\times10^{-3}$.

Below, a relative difference means $|I_A-I_B|$ divided by the mean of the two intensities, and maxima refer to $|q|\le2\pi/a$. The full exponential produces at most 0.16 %. Curvature of the Ewald sphere, combined with the finite line heights, produces at most 0.14 %.

A width error matters more. Let the middle line of $A$ alone be 0.5 nm too wide. At $\theta=\pi$ its amplitude grows by the factor $\sin(8.25q)/\sin(8q)=1.024$, with lengths in nm. The intensity becomes $(7-5\times1.024)^2=3.53$ instead of 4, a relative difference of 12.5 %. The effect is large because the amplitude 2 is what remains after 7 and 5 partly cancel. By linear scaling, a width error of about 0.006 nm already gives a difference of 0.16 % at $\theta=\pi$. This compares sizes only. With a width error the height profile is still real, so $E(-q)=E(q)^*$ and $I(-q)=I(q)$, whereas the two small effects above need not have this symmetry. Acting together, the two effects partly cancel if the beam meets the bases of the lines first, leaving at most about 0.09 %, and add if it meets their tops first, giving at most about 0.3 %. Using them to choose between $A$ and $B$ would therefore require relative intensities accurate to better than about 0.09 % or 0.3 %, respectively.

Pitch, width and photon energy are in the range of X-ray metrology of resist gratings. Height differences as large as those in $A$ and $B$ are far from typical: lines printed together are normally nearly equal in height, and by part (e) three such lines have no second structure in this model. Real lines also have sloped sidewalls and random roughness, and real data have counting noise. These are not included in the estimates.

## (g) Show that tilting the sample by $10^\circ$ separates the candidates.

**Answer.** Tilt the sample about the long direction of the lines, so that the beam stays in the $xz$ plane, with $z$ along the sample normal. In this plane let the incident and outgoing directions make angles $\beta$ and $\alpha$ with the normal. Then

$$q=k(\sin\alpha-\sin\beta),\qquad q_z=k(\cos\alpha-\cos\beta)\approx-q\tan\beta ,$$

to first order in $q/k$. With all lines standing on $z=0$, the height $h_j$ in the amplitude is replaced by

$$\int_0^{h_j}e^{-iq_zz}\,dz=\frac{1-e^{-iq_zh_j}}{iq_z}.$$

Each line now carries a phase that depends on its height, and the argument of part (a) no longer applies.

At $\theta=\pi$ the lines enter with signs $+,-,+$. The magnitude of $q_z$ is $0.09817\times\tan10^\circ=0.0173\ \mathrm{nm^{-1}}$; its sign merely conjugates the sum and is dropped. With $\varphi_j=|q_z|h_j$ and heights again in units of 10 nm,

$$|H|^2\to\frac{\left|1-e^{-i\varphi_0}+e^{-i\varphi_1}-e^{-i\varphi_2}\right|^2}{(0.173)^2}.$$

For $A$ the phases are 0.173, 0.866 and 1.039 rad, and the result is 3.3. For $B$ they are 0.519, 1.212 and 0.346 rad, and the result is 7.3. Both were 4 at normal incidence. The relative difference is $4.0/5.3$, about 76 %. Away from $\theta=\pi$ the sign of the tilt matters, because reversing it acts like mirroring both patterns: with the beam meeting the bases first, the maximum over the band is 79 % for $\beta=+10^\circ$ and 89 % for $\beta=-10^\circ$. The width error of part (f), a middle line 0.5 nm too wide, changes the tilted intensity of $A$ by at most about 13 %. The difference between the candidates is well above this, so for these lines the tilted measurement supplies the information that the normal-incidence intensities lack.

## Computed values

```
Heights A (nm): [10. 50. 60.]
Heights B (nm): [30. 70. 20.]
Pitch 32 nm, line width 16 nm
Correlations c0, c1, c2 (unit^2): 62 35 6
theta (deg), |H|^2 of A and of B (unit^2), from quadrature:
    0  144.000  144.000
   60  91.000  91.000
   90  50.000  50.000
  120  21.000  21.000
  180  4.000  4.000
Max relative difference A-B, linear model: 1.2e-15
Max relative difference A-control (5,1,6): 1.91
Closest shifted or mirrored copy, distance: 3.162 units
Roots of A: [-0.5    -0.3333]
Roots of B: [-3.  -0.5]
Number of real three-site solutions: 8
Nonnegative solutions: [(1, 5, 6), (2, 7, 3), (3, 7, 2), (6, 5, 1)]
Photon energy 17 keV, wavelength 0.07293 nm
Wavenumber k: 86.15 nm^-1
q at theta = 180 deg: 0.09817 nm^-1
Scattering angle there: 1.140 mrad
Resist density (rough): 1.2 g/cm^3
Attenuation length (rough): 1.0 cm
Electron density: 389.8 nm^-3
Refractive decrement delta: 9.298e-07
Phase shift of tallest line: 5.61e-03 rad
Largest relative A-B differences beyond the linear model:
  nonlinear phase and absorption: 0.162 %
  Ewald curvature, finite height: 0.144 %
  middle line of A wider by 0.5 nm: 12.5 %
  sample tilted by 10 deg: 79.4 %
```
